\section*{Van Vleck Effective Hamiltonian and Average Hamiltonian under Magic-Angle Spinning}

\section{Effective and average Hamiltonians of a spinning sample}

Two protons 2~\AA{} apart, with resonance offsets 3000~Hz apart, spin at the magic angle at 100~kHz. For the crystallite specified below, numerical integration over one rotor period gives a splitting of 2991.335~Hz between the two levels that derive from $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$: the dipolar coupling, although its average over the period is zero, reduces the effective offset difference by 8.7~Hz. The average Hamiltonian through second order gives 3008.551~Hz, a shift of nearly the same size and opposite sign, for a period starting at $t_0=0$; with the rotor phase at which the period starts this value varies between 3000.0 and 3019.0~Hz, with mean 3008.6~Hz. The effective Hamiltonian of Floquet theory has no second-order term for this pair and gives 2991.336~Hz at third order. The two Hamiltonians are related by a unitary change of frame, and the wrong sign comes from truncating that unitary.

\subsection{The periodic Hamiltonian}

We set $\hbar=1$, so that $H$ is an angular frequency; values in Hz are $H/2\pi$. We assume high field, keep secular terms in the rotating frame, omit $J$ couplings and shift anisotropy, and take a constant spinning rate $\omega=2\pi/T$. For real protons the omitted anisotropy matters at the level of the shifts discussed here: it gives a cross term with the dipolar coupling at second order even for a pair, and axial terms $\delta P_2I_{jz}$ with $\delta/2\pi=5$~kHz on both spins, for 12 random choices of their axes, spread the $-8.7$~Hz shift above between $-13$ and $+4.5$~Hz. For like spins $1/2$,
\begin{equation}
H(t)=H_0+\sum_{j<k}b_{jk}P_2(\cos\vartheta_{jk})D_{jk},\quad H_0=\sum_j\Omega_jI_{jz},\tag{1}
\end{equation}
with $D_{jk}=3I_{jz}I_{kz}-\mathbf I_j\cdot\mathbf I_k$, $b=-\mu_0\gamma_{\rm H}^2\hbar/4\pi r^3$, and $\vartheta$ the angle between internuclear vector and field. If the vector has polar angles $(\beta,\gamma)$ about the rotor axis at $t=0$ and the axis makes the angle $\theta_m$ with the field, then $\cos\vartheta=a+s\cos\phi$ with $a=\cos\beta\cos\theta_m$, $s=\sin\beta\sin\theta_m$, $\phi=\gamma+\omega t$. Squaring, with $\cos^2\phi=(1+\cos2\phi)/2$, gives
$P_2=(\tfrac32a^2+\tfrac34s^2-\tfrac12)+3as\cos\phi+\tfrac34s^2\cos2\phi$.
At $\cos^2\theta_m=1/3$ the constant is $\tfrac12\cos^2\beta+\tfrac12\sin^2\beta-\tfrac12=0$, $3as=\sin2\beta/\sqrt2$ and $\tfrac34s^2=\tfrac12\sin^2\beta$. Splitting the cosines into exponentials,
\begin{equation}
H(t)=\sum_{n=-2}^{2}H_ne^{in\omega t},\qquad H_{n\ne0}=\sum_{j<k}c_n^{jk}D_{jk},\tag{2}
\end{equation}
\begin{equation}
c_{\pm1}=\frac{b\sin2\beta}{2\sqrt2}e^{\pm i\gamma},\qquad c_{\pm2}=\frac{b\sin^2\beta}{4}e^{\pm2i\gamma},\tag{3}
\end{equation}
and $H_{-n}=H_n^\dagger$. A term of order $k$ means a term with $k$ factors of $H$; in a Hamiltonian it scales as $\omega^{1-k}$.

\subsection{The Floquet Hamiltonian}

Treat the rotor phase as an independent variable $\theta$ and consider spin states $\Psi(\theta,t)$ periodic in $\theta$. Define $N=-i\partial_\theta$ and $F_n=e^{in\theta}$, so that $[N,F_n]=nF_n$, and
\begin{equation}
H_F=\sum_nH_nF_n+\omega N,\qquad\langle m|H_F|n\rangle=H_{m-n}+n\omega\,\delta_{mn},\tag{4}
\end{equation}
in the basis $|n\rangle=e^{in\theta}$. $H_F$ does not depend on time. If $i\partial_t\Psi=H_F\Psi$, then $\psi(t)=\Psi(\omega t,t)$ obeys $i\dot\psi=i\omega\partial_\theta\Psi+H\Psi-i\omega\partial_\theta\Psi=H(t)\psi$. Starting at $t_0$ from the $\theta$-independent function $\psi(t_0)$, which is $|0\rangle$ in rotor space, and setting $\theta=\omega t$ at the end,
\begin{equation}
U(t,t_0)=\sum_ne^{in\omega t}\langle n|e^{-iH_F(t-t_0)}|0\rangle.\tag{5}
\end{equation}
For the three-spin example below, (5) with the matrix cut at $|n|\le14$ differs from direct eighth-order Runge--Kutta integration by $2\times10^{-13}$ in Frobenius norm.

\subsection{The Van Vleck transformation}

We seek an anti-Hermitian $S=\sum_nS_nF_n$ that removes the blocks off-diagonal in $n$:
\begin{equation}
e^SH_Fe^{-S}=H_{\rm eff}+L,\qquad L=\omega N,\tag{6}
\end{equation}
with $H_{\rm eff}$ independent of $\theta$. A constant unitary $W$ commutes with $L$, so $e^{-S}\to e^{-S}W$, $H_{\rm eff}\to W^\dagger H_{\rm eff}W$ also solves (6). The Van Vleck choice fixes this freedom by the zero mean $\langle S\rangle=S_0=0$, where $\langle\cdot\rangle$ averages over $\theta$. The working relation is
\begin{equation}
[S_nF_n,L]=-n\omega S_nF_n,\tag{7}
\end{equation}
which shows that $[S,L]$ has zero mean and can cancel any component with $n\neq0$. Write $V=H-H_0$, $S=S^{(1)}+S^{(2)}+\dots$, count $L$ as order zero, and sort $e^SXe^{-S}=X+[S,X]+\tfrac12[S,[S,X]]+\tfrac16[S,[S,[S,X]]]+\dots$ by order.

Order 1 is $H_0+V+[S^{(1)},L]$. Its mean is $H^{(1)}=H_0$; cancelling $V$ requires
\begin{equation}
[S^{(1)},L]=-V,\qquad S^{(1)}_n=\frac{H_n}{n\omega}.\tag{8}
\end{equation}

Order 2 is $[S^{(1)},H_0+V]+\tfrac12[S^{(1)},[S^{(1)},L]]+[S^{(2)},L]$, and (8) turns the middle term into $-\tfrac12[S^{(1)},V]$:
\begin{equation}
H^{(2)}=[S^{(1)},H_0]+\tfrac12[S^{(1)},V]+[S^{(2)},L].\tag{9}
\end{equation}
The first and last terms have zero mean. The mean of the second is $\tfrac12\sum_{n\ne0}[H_n,H_{-n}]/n\omega$, in which $n$ and $-n$ contribute equally. The $n$-th component of (9) must vanish, which fixes $S^{(2)}_n$ through (7):
\begin{align}
H^{(2)}&=\sum_{n>0}\frac{[H_n,H_{-n}]}{n\omega},\tag{10}\\
S^{(2)}_n&=\frac{[H_n,H_0]}{n^2\omega^2}+\sum_{m\ne0,n}\frac{[H_m,H_{n-m}]}{2mn\omega^2}.\tag{11}
\end{align}

Order 3, with $S_k$ for $S^{(k)}$ in this step, is
$[S_3,L]+[S_2,H_0+V]+\tfrac12[S_1,[S_1,H_0+V]]+\tfrac12[S_1,[S_2,L]]+\tfrac12[S_2,[S_1,L]]+\tfrac16[S_1,[S_1,[S_1,L]]]$.
Insert $[S_1,L]=-V$ and, from (9), $[S_2,L]=H^{(2)}-[S_1,H_0]-\tfrac12[S_1,V]$. The coefficient of $[S_1,[S_1,H_0]]$ is $\tfrac12-\tfrac12=0$, that of $[S_2,V]$ is $1-\tfrac12$, that of $[S_1,[S_1,V]]$ is $\tfrac12-\tfrac14-\tfrac16=\tfrac1{12}$. The remaining terms $[S_3,L]$, $[S_2,H_0]$ and $\tfrac12[S_1,H^{(2)}]$ have zero mean, so
\begin{equation}
H^{(3)}=\tfrac12\langle[S_2,V]\rangle+\tfrac1{12}\langle[S_1,[S_1,V]]\rangle.\tag{12}
\end{equation}
The first mean is $\tfrac12\sum_n[S^{(2)}_n,H_{-n}]$. Reversing both commutators, $[[A,B],C]=[C,[B,A]]$, the two parts of (11) give $[H_{-n},[H_0,H_n]]/2n^2\omega^2$ and $\tfrac14C_{nm}/mn\omega^2$ with $C_{nm}=[H_{-n},[H_{n-m},H_m]]$. In the second mean label the three indices $-n$, $m$, $n-m$; the term is $\tfrac1{12}[H_{-n},[H_m,H_{n-m}]]/(-n)m\omega^2=\tfrac1{12}C_{nm}/mn\omega^2$. Since $\tfrac14+\tfrac1{12}=\tfrac13$,
\begin{equation}
H^{(3)}=\sum_{n\ne0}\frac{[H_{-n},[H_0,H_n]]}{2n^2\omega^2}+\sum_{n\ne0}\sum_{m\ne0,n}\frac{C_{nm}}{3mn\omega^2}.\tag{13}
\end{equation}
The series is formal at this point; its failure is treated with the spin pair.

\subsection{The frame change}

From (6), $e^{-iH_F\tau}=e^{-S}e^{-iH_{\rm eff}\tau}e^{-i\omega N\tau}e^S$ with $\tau=t-t_0$, because $H_{\rm eff}$ commutes with $N$. The operator $e^{-i\omega N\tau}=e^{-\omega\tau\partial_\theta}$ shifts $\theta\to\theta-\omega\tau$. Acting on a constant function and setting $\theta=\omega t$, the right-hand factor is evaluated at $\omega t-\omega\tau=\omega t_0$:
\begin{equation}
U(t,t_0)=e^{-S(\omega t)}\,e^{-iH_{\rm eff}(t-t_0)}\,e^{S(\omega t_0)}.\tag{14}
\end{equation}
The average Hamiltonian is defined by $U(t_0+T,t_0)=e^{-iT\bar H(t_0)}$. For $\tau=T$ both outer factors in (14) carry the same phase, and a similarity transformation passes into the exponent:
\begin{equation}
\bar H(t_0)=e^{-S(\omega t_0)}H_{\rm eff}\,e^{S(\omega t_0)},\tag{15}
\end{equation}
provided the levels of $H_{\rm eff}$ lie inside $(-\omega/2,\omega/2)$, the interval on which the logarithm is taken. $\bar H(t_0)$ and $H_{\rm eff}$ then have the same spectrum; without this condition their levels agree only modulo $\omega$. $\bar H(t_0)$ is the solution of (6) with $W=e^{S(\omega t_0)}$, the choice that makes the frame trivial at $t_0$ instead of on average. Expanding $H_{\rm eff}-[S,H_{\rm eff}]+\tfrac12[S,[S,H_{\rm eff}]]$ with $S$ at $\omega t_0$ gives $\bar H^{(1)}=H_0$ and
\begin{align}
\bar H^{(2)}&=H^{(2)}-[S^{(1)},H_0]=H^{(2)}+\sum_{n\ne0}\frac{[H_0,H_n]}{n\omega}e^{in\omega t_0},\tag{16}\\
\bar H^{(3)}&=H^{(3)}-[S^{(1)},H^{(2)}]-[S^{(2)},H_0]+\tfrac12[S^{(1)},[S^{(1)},H_0]].\tag{17}
\end{align}
The Magnus series is the expansion of $(i/T)\ln U$ in powers of $H$, and such an expansion is unique, so (16) and (17) are its terms. At second order this is seen directly. With Dyson terms $P_1,P_2$, $\ln U=P_1+P_2-\tfrac12P_1^2+\dots$; on the triangle $t_2<t_1$, $P_2=-\iint H_1H_2$ and $P_1^2=-\iint(H_1H_2+H_2H_1)$, so $\bar H^{(2)}=-(i/2T)\iint[H_1,H_2]$, where $H_1=H(t_0+t_1)$. The integral $\int_0^T\!dt_1e^{ip\omega t_1}\int_0^{t_1}\!dt_2e^{iq\omega t_2}$ equals $T(\delta_{p,-q}-\delta_{p0})/iq\omega$ for $q\ne0$ and $T/ip\omega$ for $q=0$, $p\neq0$. The terms $p=-q$ give $[H_q,H_{-q}]/2q\omega$, which sum to (10); the terms $p=0$ and $q=0$ each give half of the last sum in (16). A standard sufficient condition for convergence, quoted without proof, is $\int_0^T\|H\|dt<\pi$.

Turning a crystallite by $\chi$ about the rotor axis multiplies $H_n$ by $e^{in\chi}$, which is a shift of $\theta$. The condition $\langle S\rangle=0$ is invariant under it, and in (10) and (13) the indices of each term sum to zero, so $H_{\rm eff}$ does not change, whereas $\bar H$ depends on $\chi+\omega t_0$. The average of (16) over $t_0$ is $H^{(2)}$.

\subsection{Spin operators}

Write $D_{jk}=Z_{jk}-X_{jk}$ with $Z_{jk}=2I_{jz}I_{kz}$, $X_{jk}=\tfrac12(I_{j+}I_{k-}+I_{j-}I_{k+})$, and define $Y_{jk}=(I_{j+}I_{k-}-I_{j-}I_{k+})/2i=-Y_{kj}$. Pairing $n$ with $-n$ in (8) and using (3),
\begin{equation}
S^{(1)}=i\sum_{j<k}g_{jk}D_{jk},\qquad g=\frac b\omega\Big[\frac{\sin2\beta\sin\phi_0}{\sqrt2}+\frac{\sin^2\beta\sin2\phi_0}4\Big],\tag{18}
\end{equation}
with $\phi_0=\gamma+\omega t_0$, since $g=\sum_{n>0}2\,{\rm Im}(c_ne^{in\omega t_0})/n\omega$. From $[I_z,I_\pm]=\pm I_\pm$ follows $[H_0,D_{jk}]=-i(\Omega_j-\Omega_k)Y_{jk}$, so the frame term of (16) is
\begin{equation}
\bar H^{(2)}-H^{(2)}=\sum_{j<k}(\Omega_j-\Omega_k)\,g_{jk}Y_{jk}.\tag{19}
\end{equation}
For $H^{(2)}$, pairs with a common spin $j$ give $[Z_{jk},X_{jl}]=2iI_{kz}Y_{jl}$, $[X_{jk},Z_{jl}]=-2iI_{lz}Y_{jk}$ and, from $[I_+,I_-]=2I_z$, $[X_{jk},X_{jl}]=\tfrac12I_{jz}(I_{k-}I_{l+}-I_{k+}I_{l-})=-iI_{jz}Y_{kl}$. With the signs in $D=Z-X$,
\begin{equation}
[D_{jk},D_{jl}]=2i\big(I_{lz}Y_{jk}-I_{kz}Y_{jl}-\tfrac12I_{jz}Y_{kl}\big).\tag{20}
\end{equation}
Collecting the two orderings of pairs $p,q$ in (10),
\begin{equation}
H^{(2)}=\sum_{p<q}iA_{pq}[D_p,D_q],\qquad A_{pq}=\sum_{n>0}\frac{2\,{\rm Im}(c^p_nc^{q*}_n)}{n\omega}.\tag{21}
\end{equation}
$H^{(2)}$ consists of three-spin operators and the frame term of two-spin operators. Two limits separate them. For equal offsets, taken as $H_0=0$, (19) vanishes and the first difference is $-[S^{(1)},H^{(2)}]$ in (17). For collinear spins all pairs share $(\beta,\gamma)$, every $H_{n\neq0}$ is a multiple of $\sum b_pD_p$, $A_{pq}=0$, and $\bar H^{(2)}$ is pure frame term; if also $H_0=0$, $H(t)$ commutes with itself, has zero mean, and $U(t_0+T,t_0)=1$.

\subsection{The isolated pair}

In the basis $|\alpha\beta\rangle,|\beta\alpha\rangle$, with $\Delta=\Omega_1-\Omega_2$ and Pauli matrices $\sigma$, $H_0=\tfrac12\Delta\sigma_z$, $D=-\tfrac12(1+\sigma_x)$, $Y=\tfrac12\sigma_y$. All $H_{n\ne0}$ commute, so $H^{(2)}=0$ and $C_{nm}=0$. With $[\sigma_x,[\sigma_z,\sigma_x]]=[\sigma_x,2i\sigma_y]=-4\sigma_z$, each term of (13) is $\tfrac14|c_n|^2\cdot\tfrac12\Delta\cdot(-4\sigma_z)/2n^2\omega^2$; adding $n$ and $-n$, the splitting is
\begin{equation}
\delta_{\rm eff}=|\Delta|\Big(1-\sum_{n>0}\frac{|c_n|^2}{n^2\omega^2}\Big).\tag{22}
\end{equation}
By (19), $H_0+\bar H^{(2)}=\tfrac12\Delta(\sigma_z+g\sigma_y)$, with splitting $|\Delta|\sqrt{1+g^2}$. The frame $e^{S^{(1)}}$ rotates the vector $\Delta\hat z$ about $x$ by an angle of size $g$; the truncation keeps the transverse component and omits the shortening along $z$, so the vector grows. The omitted piece is the last term of (17): $S^{(1)}=-\tfrac i2g\sigma_x$ up to a constant gives $\tfrac12(-\tfrac14g^2)\tfrac12\Delta\cdot4\sigma_z=-\tfrac12g^2\cdot\tfrac12\Delta\sigma_z$, which cancels the $+g^2/2$ of the square root. The term $-[S^{(2)},H_0]$ lies along $\sigma_x$ and affects the splitting at $\omega^{-4}$. Second-order truncation thus determines $\bar H$ to $\omega^{-1}$ but adds a spurious, $t_0$-dependent level shift at $\omega^{-2}$, the order of the true shift.

For pair 12 of the example, $|c_1|/2\pi=5.2704$~kHz and $c_2/2\pi=(1.1710-1.7452i)$~kHz, so the sum in (22) is $(5.2704/100)^2+(1.1710^2+1.7452^2)/200^2=0.002888$ and $\delta_{\rm eff}=3000(1-0.002888)=2991.336$~Hz. With $g=0.07556$ at $t_0=0$, $3000\sqrt{1+g^2}=3008.55$~Hz.

The pair also shows where the series fails. The unit-matrix part of $D$ commutes with everything and has zero mean, so it leaves the quasi-energies unchanged. In (4) the state $|\alpha\beta,0\rangle$ at $\Delta/2$ couples to $|\beta\alpha,n\rangle$ at $-\Delta/2+n\omega$ with strength $|c_n|/2$. Second-order perturbation theory shifts it by $\sum_{n\neq0}|c_n|^2/4(\Delta-n\omega)$ and its partner oppositely, so the splitting changes by $\sum_{n>0}|c_n|^2\Delta/(\Delta^2-n^2\omega^2)$. For $|\Delta|\ll\omega$ this reproduces (22); the Van Vleck series expands these denominators in $\Delta/n\omega$ and cannot reach the poles $|\Delta|=n\omega$, the rotational resonances. At $\Delta=\omega$ the two Floquet states are degenerate and split, to leading order, by $|c_1|$. Integration with $\Delta/2\pi=100$~kHz gives a gap of 5.2695~kHz modulo the spinning rate, against $|c_1|/2\pi=5.2704$~kHz; (22) gives $100\times0.002888=0.2888$~kHz.

\subsection{Three spins}

The model has three protons on a right triangle with 2~\AA{} legs 12 and 13, offsets $-2,1,3$~kHz, carried into the rotor frame by the rotation $R_z(20^\circ)R_y(50^\circ)R_z(30^\circ)$ from legs along $x$ and $y$; spinning is at 100~kHz. For pairs 12, 13, 23, $b/2\pi=-15.015,-15.015,-5.309$~kHz, $\beta=131.56^\circ,67.48^\circ,42.27^\circ$, $\gamma=61.93^\circ,130.36^\circ,177.37^\circ$, and (3) gives in kHz
\begin{align*}
c_1/2\pi&=2.4800+4.6505i,\ 2.4327-2.8624i,\ 1.8664-0.0857i,\\
c_2/2\pi&=1.1710-1.7452i,\ 0.5165+3.1611i,\ -0.5980+0.0550i.
\end{align*}
The integral $\int_0^T\|H\|dt$ is 0.70. In (21), ${\rm Im}(c^{12}_1c^{13*}_1)=2.4800\cdot2.8624+4.6505\cdot2.4327=18.412$ and ${\rm Im}(c^{12}_2c^{13*}_2)=-4.603$, so $A_1=A_{12,13}=(2\cdot18.412-4.603)/100=0.3222$~kHz; likewise $A_2=A_{12,23}=0.1876$ and $A_3=A_{13,23}=-0.1219$~kHz. Applying (20) with common spin 1, 2, 3 in turn, the coefficients of $I_{1z}Y_{23}$, $I_{2z}Y_{13}$, $I_{3z}Y_{12}$ are $A_1+2A_2-2A_3$, $2A_1+A_2+2A_3$, $-2A_1+2A_2+A_3$, that is 941.2, 588.3, $-391.0$~Hz. At $t_0=0$, $g=0.07556,-0.02564,-0.00116$, and (19) puts $-3000g_{12}=-226.7$, $-5000g_{13}=128.2$ and $-2000g_{23}=2.3$~Hz on the $Y_{jk}$; at $\omega t_0=90^\circ$ they are $-201.2,-85.2,-73.6$~Hz.

The reference solution of (6) comes from propagators integrated to 32 points of the period: $\bar H(0)=(i/T)\ln U(T,0)$, $P(t)=U(t,0)e^{i\bar H(0)t}$, $S=-\ln(PW)$, and $W\to We^{\langle S\rangle}$ is iterated from $W=1$ until $\langle S\rangle$ vanishes; then $H_{\rm eff}=W^\dagger\bar H(0)W$. It solves the model (1), with the omissions stated there. The levels with $M=+\tfrac12$ are, in Hz:
\begin{center}\begin{tabular}{lrrr}
$H_0$&$-2000.0$&0.0&3000.0\\
Van Vleck, order 2&$-2031.6$&24.1&3007.5\\
Van Vleck, order 3&$-2027.5$&30.8&2996.7\\
Magnus, order 2, $0^\circ$&$-2036.5$&12.8&3023.7\\
Magnus, order 2, $90^\circ$&$-2021.8$&6.5&3015.3\\
Magnus, order 3, $0^\circ$&$-2028.3$&31.2&2997.1\\
Magnus, order 3, $90^\circ$&$-2027.7$&30.8&2996.9\\
integrated&$-2027.2$&30.5&2996.7
\end{tabular}\end{center}
The integrated row is shared by $H_{\rm eff}$, $\bar H(0^\circ)$ and $\bar H(90^\circ)$, although $\|\bar H-H_{\rm eff}\|$ is 142.4 and 116.4~Hz in spectral norm, of which the term (19) alone has norm 130.2 and 115.3~Hz. Over 24 starting phases the $M=+\tfrac12$ levels of $H_0+\bar H^{(2)}$ move by up to 43.8~Hz, more than the largest true shift in the table, and one $M=-\tfrac12$ level moves by 49.6~Hz. $H^{(2)}$ has norm 294~Hz yet shifts these levels by at most 32~Hz: the $Y_{jk}$ have no diagonal elements in the product basis, so $H^{(2)}$ acts in second order, at $\omega^{-2}$, the same order as $H^{(3)}$ with norm 15~Hz. Level positions correct to $\omega^{-2}$ need third order in either series. The Frobenius errors of $H_{\rm eff}$ cut at orders 1, 2, 3 are 586, 23.2, 2.8~Hz, and between 400 and 800~kHz they fall as $\omega^{-1.00},\omega^{-2.00},\omega^{-3.00}$. With offsets removed, $\|\bar H^{(3)}-H^{(3)}\|=38.4$~Hz at $t_0=0$; with the spins at 0, 2, 4~\AA{} along direction 12, $\|\bar H^{(2)}\|=138.2$~Hz.

\subsection{What the frame does to a signal}

At $t=kT$, $t_0=0$, (14) gives ${\rm Tr}(QU\rho U^\dagger)={\rm Tr}(\tilde Qe^{-iH_{\rm eff}t}\tilde\rho e^{iH_{\rm eff}t})$ with $\tilde Q=e^SQe^{-S}$ and $\tilde\rho$ alike: the frequencies come from $H_{\rm eff}$ alone, the amplitudes from its eigenvectors and the frame together. Take $\rho=I_{1-}$ and detect $2I_{1z}I_{2-}$. To first order in $S$ the state is $\rho(t)+[S,\rho](t)-[S,\rho(t)]$, evolved with $H_0$, under which $I_{j-}\to e^{i\Omega_jt}I_{j-}$. The relevant part of (18) is $-ig_{12}X_{12}$, and $[X_{12},I_{1-}]=I_{1z}I_{2-}$; $H^{(2)}$ produces three-spin operators. At fixed $t$ the amplitude is
\begin{equation}
a(t)=-\tfrac i2g_{12}\big(e^{i\Omega_2t}-e^{i\Omega_1t}\big)+O(\omega^{-2}).\tag{23}
\end{equation}
Sampled to 0.2~ms, the integrated amplitude reaches 0.0748 of the initial one, near $|g_{12}|=0.0756$. $H_{\rm eff}$ without frame misses it by 0.0747, (23) by 0.0032, and $H_0+H^{(2)}+H^{(3)}$ with $S^{(1)}+S^{(2)}$ by $1.4\times10^{-4}$. The error of (23) grows with time, to 0.036 by 5~ms, because it evolves with the unshifted levels of $H_0$.

The ordinary signal, $\rho=F_-$, $Q=F_+=\sum I_{j+}$, is far less sensitive. $H(\theta)$ is real in the product basis and $N^*=-N$, so the conjugate of (6) is (6) at $-\omega$: $S(-\omega)=S(\omega)^*$ and $H_{\rm eff}(-\omega)=H_{\rm eff}(\omega)^*$. Levels and line intensities are unchanged by conjugation, hence even in $1/\omega$ when the offsets are distinct and $H^{(2)}$ is small against their differences. Single lines change at $\omega^{-2}$: the transitions from the three tabulated levels to $|\alpha\alpha\alpha\rangle$ have $|\langle\alpha\alpha\alpha|F_+|v\rangle|^2=1.019,0.981,1.001$ for eigenvectors $v$ of $H_{\rm eff}$ and $1.059,0.947,0.994$ for $\bar H(0)$. For a pair these changes cancel. The levels are $\pm\Sigma$ for $|\alpha\alpha\rangle,|\beta\beta\rangle$, with $\Sigma=(\Omega_1+\Omega_2)/2$, and $\pm E$ for eigenvectors $v_\pm$; the lines $v_+\leftrightarrow\alpha\alpha$ and $\beta\beta\leftrightarrow v_-$ coincide at $\Sigma-E$ with intensities $2|\langle T_0|v_\pm\rangle|^2$, $T_0$ being the central triplet state, and these sum to 2 for any orthonormal $v_\pm$. For three spins consider the frame-induced terms at $\omega^{-2}$. A commutator with $H_0$ or $F_\pm$ keeps the number of spins in a product operator, and one with $D$ changes its parity, so the trace against $F_+$ needs an even number of couplings; this removes the first part of (11) and the products of $S^{(1)}$ with $H^{(2)}$. The second part of (11) gives three-spin operators, orthogonal to $F_+$. Products $S^{(1)}S^{(1)}$ from different pairs give either three-spin operators, when both act on the same side, or two mutually orthogonal two-spin operators, when one acts on $\rho$ and one on $Q$; those from one pair vanish by the pair result. At fixed $t$ the frame then enters at $\omega^{-4}$; the exponent between 400 and 800~kHz is 3.995. At 100~kHz and up to 0.2~ms, dropping the frame from the integrated solution costs $3.4\times10^{-4}$ of the initial signal, and the truncated series with frame errs by $2.4\times10^{-4}$, no real gain, because its truncation error is also of order $\omega^{-4}$. The cost of dropping the frame grows with time as the single lines dephase, to $6\times10^{-3}$ by 20~ms and $1.2\times10^{-2}$ by 50~ms.

Numerical values quoted here were computed with a short program.
